\section*{Tien–Gordon Current of an ac-Driven Tunnel Junction and Its Bessel Weights, part 2}

A tunnel junction carries the imposed voltage $V(t)=V_0+V_{\rm ac}\cos\omega t$, and its dc current $I_{\rm dc}$ is sought from its static curve $I_0(V)$. Here $e>0$, $V$ is the potential of electrode R relative to L, and the current $I$ is $e$ times the net rate of electrons from L to R. Positive $V$ and $I$ mean that the source delivers energy. L is normal; R is normal or a mean-field superconductor. Energies are measured from the common chemical potential of the unbiased junction. Constant densities of states stand for the wide-band limit.

Let $\alpha=eV_{\rm ac}/(\hbar\omega)$, $V_n=V_0+n\hbar\omega/e$ and $\hbar\dot\varphi=eV(t)$. The operator $A$ moves one electron from L to R, and $H_0$ describes the separate electrodes. In the transformed frame,
\begin{equation}
H'(t)=H_0+Ae^{-i\varphi(t)}+A^\dagger e^{i\varphi(t)},
\label{eq:hprime}
\end{equation}
and the current operator is $\hat I=-\frac{ie}{\hbar}(Ae^{-i\varphi}-A^\dagger e^{i\varphi})$. With $A(\tau)=e^{iH_0\tau/\hbar}Ae^{-iH_0\tau/\hbar}$ and $K(\tau)=\langle[A^\dagger(0),A(\tau)]\rangle$, averaged in equilibrium, the current to second order in $A$ is
\begin{equation}
I(t)=\frac{2e}{\hbar^2}\,{\rm Re}\int_0^\infty d\tau\,K(\tau)\,
e^{-i[\varphi(t)-\varphi(t-\tau)]}.
\label{eq:it}
\end{equation}
At constant $V$ the phase difference is $eV\tau/\hbar$, which gives $I_0(V)$. The theorem and the phase series, with Bessel functions $J_n$, are
\begin{equation}
I_{\rm dc}=\sum_nJ_n^2(\alpha)I_0(V_n),\qquad
e^{-i\varphi(t)}=\sum_nJ_n(\alpha)e^{-ieV_nt/\hbar}.
\label{eq:recall}
\end{equation}
The weights $J_n^2$ have total one, first moment zero and second moment $\alpha^2/2$. For a periodic, zero-average ac voltage that is not sinusoidal, the Fourier coefficients $c_n$ of the phase factor replace $J_n$, and the weights become $|c_n|^2$.

The cycle average $I_{\rm cycle}$ is the mean of $I_0(V_0+V_{\rm ac}\cos\theta)$ over $0\le\theta<2\pi$. It is the slow-drive limit of $I_{\rm dc}$. If $V_{\rm ac}$ and $\hbar\omega/e$ are both small on the voltage scale over which $I_0$ changes its shape,
\begin{equation}
I_{\rm dc}-I_{\rm cycle}\approx\frac{V_{\rm ac}^2}{48}
\left(\frac{\hbar\omega}{e}\right)^2
\frac{d^4I_0}{dV^4}\bigg|_{V_0}.
\label{eq:difference}
\end{equation}

\subsection{Corollary 2: energy balance}

\textit{The power delivered to the junction, averaged over a period, is}
\begin{equation}
P=\sum_nJ_n^2V_nI_0(V_n).
\label{eq:power}
\end{equation}

\textit{Proof.} In the transformed frame,
\begin{equation}
\frac{d\langle H'\rangle}{dt}
=\left\langle\frac{\partial H'}{\partial t}\right\rangle
=\dot\varphi\left\langle-iAe^{-i\varphi}+iA^\dagger e^{i\varphi}\right\rangle
=V(t)I(t),
\label{eq:work}
\end{equation}
because the average in the middle is $\hbar I/e$ and $\hbar\dot\varphi=eV$. After transients the tunnelling energy is periodic, so on average this work goes into $H_0$. Differentiating the series in \eqref{eq:recall} gives
\begin{equation}
V(t)e^{-i\varphi(t)}=\frac{i\hbar}e\frac{d}{dt}e^{-i\varphi(t)}
=\sum_nJ_nV_ne^{-ieV_nt/\hbar}.
\label{eq:vphase}
\end{equation}
Multiplying the current integral by $V(t)$ therefore puts one factor $V_n$ into each term. The time average again keeps equal indices, which proves \eqref{eq:power}. $\square$

The dc source supplies $V_0I_{\rm dc}$. The rest, $\sum_nJ_n^2(n\hbar\omega/e)I_0(V_n)$, comes from the ac source.

\subsection{A test by direct time evolution}

The theorem was tested on a junction of independent electrons whose Schr\"odinger equation was integrated without the second-order formula. In units with $\hbar=e=\omega=1$, L had 201 levels from $-8$ to $8$ and R had 61 levels from $-0.3$ to $2.7$. The matrix element to a right-hand level $\varepsilon$ was $5\times10^{-4}\exp[-(\varepsilon-1.2)^2/0.36]$. Both sides started at chemical potential zero and temperature $0.1$. The bias was $0.3$, and $\alpha$ was $1.5$. Current and energy growth were averaged from the end of the fourth period to the end of the eighth.

The driven current was $7.3635\times10^{-5}$. Static runs at eleven shifted biases, from $n=-5$ to $5$, gave the same five digits after weighting. The cycle average of the static current was $8.303\times10^{-5}$, which is $13\%$ above the driven current. The absorbed power was $1.1369\times10^{-4}$ by time evolution and $1.1362\times10^{-4}$ by the weighted sum. The test required agreement within $0.5\%$ for the current and $1\%$ for the power, and a cycle average off by more than $5\%$.

\subsection{Lemma 4: static current of a normal--superconductor junction}

\textit{Let R be a superconductor with gap $\Delta$, and let the tunnel matrix elements and normal densities of states be constant near the chemical potential. If $R_N$ is the resistance with R in the normal state and $f(E)=1/(e^{E/k_BT}+1)$, then}
\begin{equation}
I_0(V)=\frac1{eR_N}\int_\Delta^\infty
\frac{E\,dE}{\sqrt{E^2-\Delta^2}}
\left[f(E-eV)-f(E+eV)\right].
\label{eq:nis}
\end{equation}

\textit{Proof.} Take first two normal electrodes with $A=\sum_{kq}T_{qk}c_q^\dagger c_k$, where $k$ labels levels in L and $q$ levels in R. Each product gains the phase $e^{i(\varepsilon_q-\varepsilon_k)\tau/\hbar}$. Its commutator average contains $f_k(1-f_q)-f_q(1-f_k)=f_k-f_q$, so
\begin{equation}
K(\tau)=\sum_{kq}|T_{qk}|^2(f_k-f_q)
e^{i(\varepsilon_q-\varepsilon_k)\tau/\hbar}.
\label{eq:kfree}
\end{equation}
For dense levels, ${\rm Re}\int_0^\infty e^{iy\tau/\hbar}d\tau=\pi\hbar\,\delta(y)$, and the static current is
\begin{equation}
I_0(V)=\frac{2\pi e}\hbar\sum_{kq}|T_{qk}|^2(f_k-f_q)
\delta(\varepsilon_q-\varepsilon_k-eV).
\label{eq:golden}
\end{equation}

In the superconductor, $c_q=u\gamma_1+v\gamma_2^\dagger$ with real $u$ and $v$. The quasiparticle energy is $E_q=\sqrt{\xi^2+\Delta^2}$, where $\xi$ is the normal-state energy, and $u^2=(1+\xi/E_q)/2=1-v^2$. The occupied part of its correlation function is
\begin{equation}
\langle c_q^\dagger(\tau)c_q\rangle
=u^2f(E_q)e^{iE_q\tau/\hbar}+v^2f(-E_q)e^{-iE_q\tau/\hbar},
\label{eq:bcs}
\end{equation}
since $1-f(E)=f(-E)$. The empty part has $1-f$ in place of $f$. An electron level in R is thus replaced by two, at $E_q$ with weight $u^2$ and at $-E_q$ with weight $v^2$. At a given $E>\Delta$ the two values $\xi=\pm\sqrt{E^2-\Delta^2}$ contribute, and their $u^2$ add up to one. The same holds for $v^2$ at $-E$. The density of states, relative to the normal one, is therefore $N_S(E)=|d\xi/dE|=|E|/\sqrt{E^2-\Delta^2}$ for $|E|>\Delta$, and zero inside the gap.

With constant matrix elements, \eqref{eq:golden} is proportional to $\int N_S(E)[f(E-eV)-f(E)]\,dE$. For $N_S=1$ this integral equals $eV$, and the current must be $V/R_N$, so the prefactor is $1/(eR_N)$. Fold the negative energies onto the positive ones. The bracket becomes
\begin{align}
&f(E-eV)-f(E)+f(-E-eV)-f(-E)\nonumber\\
&\qquad=f(E-eV)-f(E+eV),
\label{eq:fold}
\end{align}
again by $f(-x)=1-f(x)$. $\square$

Before folding, the voltage appears in $f(E-eV)$ alone. The derivative $dI_0/dV$ is therefore $1/R_N$ times the average of $N_S$ with the thermal weight $-f'(E-eV)$. The current onset at the gap is thus rounded over a few $k_BT$.

\subsection{Worked junction}

Take $\Delta=0.20\,\mathrm{meV}$, $R_N=10\,\mathrm{k\Omega}$, $T=0.20\,\mathrm K$, $V_0=0.15\,\mathrm{mV}$ and $V_{\rm ac}=0.12\,\mathrm{mV}$ at $20\,\mathrm{GHz}$. The photon energy is $0.0827\,\mathrm{meV}$, so $\alpha=0.12/0.0827=1.45$. The thermal energy is $0.0172\,\mathrm{meV}$, about one fifth of the photon energy. The main terms are these.

\begin{center}
\begin{tabular}{rrrrr}
$n$ & $J_n^2$ & $V_n$ (mV) & $I_0(V_n)$ (nA) & product (nA)\\
$-1$ & 0.3031 & 0.067 & 0.003 & 0.001\\
$0$ & 0.2906 & 0.150 & 0.402 & 0.117\\
$1$ & 0.3031 & 0.233 & 11.073 & 3.356\\
$2$ & 0.0483 & 0.315 & 24.232 & 1.172\\
$3$ & 0.0031 & 0.398 & 34.375 & 0.107
\end{tabular}
\end{center}

These products add up to $4.75\,\mathrm{nA}$, and all orders together give $I_{\rm dc}=4.76\,\mathrm{nA}$. Without the drive the current is $0.40\,\mathrm{nA}$, smaller by a factor of 12. The static bias lies below the gap voltage $\Delta/e=0.20\,\mathrm{mV}$, and one photon lifts it above. The one-photon term carries $3.356/4.757=71\%$ of the current. The term $n=-1$ has the same weight but carries almost nothing, because its shifted bias lies deep in the gap.

The weights with $|n|\le4$ add up to $0.999995$. A small missing weight is not enough by itself to justify stopping the sum, since $I_0$ grows with $|V_n|$. If $|I_0(V_n)|\le cn^2$ for all $|n|>N$, with $c$ a constant current, the omitted current is at most $c\,(\alpha^2/2-\sum_{|n|\le N}n^2J_n^2)$. Here the terms with $|n|\le4$ already give $4.757\,\mathrm{nA}$, the full sum to that precision.

The cycle average is $5.13\,\mathrm{nA}$, or $7.7\%$ above the driven current. Equation \eqref{eq:difference} does not apply here, since $V_{\rm ac}$ and $\hbar\omega/e$ both exceed $k_BT/e$; it would give $+4.9\,\mathrm{nA}$ for a difference that is in fact $-0.37\,\mathrm{nA}$. At the same amplitude but $0.2\,\mathrm{GHz}$, where the photon energy is far below $k_BT$, the weighted sum also gives $5.13\,\mathrm{nA}$. At this bias the simpler recipe is adequate at the lower frequency and not at the higher one, if errors of a few per cent matter. Deeper in the gap it fails more badly at $20\,\mathrm{GHz}$, and in the other direction: with the same amplitude the cycle average is $0.53$ of the driven current at $V_0=0.06\,\mathrm{mV}$ and $0.27$ of it at $0.03\,\mathrm{mV}$, while at $0.2\,\mathrm{GHz}$ the two still agree within $0.1\%$.

The total power is $1.21\,\mathrm{pW}$. The dc source supplies $0.15\,\mathrm{mV}\times4.757\,\mathrm{nA}=0.71\,\mathrm{pW}$, and the ac source supplies the remaining $0.50\,\mathrm{pW}$.

\subsection{Comparison with real junctions}

The parameters are round values in the rough range of normal metal--insulator--superconductor thermometers used below $1\,\mathrm K$; they describe no particular device. Real devices depart from the assumption of an ideal voltage source. With a rough capacitance of $50\,\mathrm{fF}$, one electron changes the voltage, and a loss of bias by $e/2C=1.6\,\mathrm{\mu V}$ would lower the driven current by $2.5\%$. The full loss is expected only if the surrounding circuit has a high impedance; a low-impedance source restores the charge quickly and makes it smaller. The loss grows as the capacitance falls: at $5\,\mathrm{fF}$ the same shift by $e/2C$ would lower the current by $25\%$. For the capacitance and the electrode volume assumed here, charging is the largest of the estimated corrections, and the estimated effect of heating the normal electrode is smaller. Let all the power enter a normal electrode of $10\,\mathrm{\mu m^3}$ that loses heat to phonons at the rate $\Sigma\Omega(T_e^5-T^5)$, with $T_e$ its electron temperature, $\Omega$ its volume and the rough value $\Sigma=2\times10^9\,\mathrm{W\,m^{-3}K^{-5}}$. Its electrons then warm to $0.207\,\mathrm K$, and the current rises by $0.2\%$. This small figure depends on the large volume: for an isolated island of $0.1\,\mathrm{\mu m^3}$ the same estimate gives $0.37\,\mathrm K$ and a rise of $11\%$. In fact about $88\%$ of the power enters the superconductor as quasiparticles; with the normal-metal share alone, the rise for the small island is $2\%$. If they are not removed, they can reduce the gap and return heat to the normal metal, and this estimate does not cover a reduced gap. In an experiment the amplitude at the junction must also be determined, since the line and the capacitance alter what the generator supplies.

The remaining estimates are smaller still. A harmonic current of size $V_{\rm ac}/R_N$ flowing through the capacitance at $2\omega$ produces a voltage of about $0.95\,\mathrm{\mu V}$. Put into the general weights $|c_n|^2$ at four relative phases, it changed the current by at most $0.04\%$. Two-electron (Andreev) tunnelling was assigned the rough scale $V_0/R_N$ times the ratio of a $1\,\Omega$ film sheet resistance to $R_N$. Subgap leakage was assigned $10^{-4}V_0/R_N$. Each gives $1.5\,\mathrm{pA}$, or $0.03\%$ of the driven current. These are scales, not calculated currents.

\subsection{Where the theorem stops}

If both electrodes are superconducting, averages of two operators $A$ need not vanish. They carry the sum of two phases $\varphi$ instead of the difference, and a pair current must be added. If the coupling is strong, terms beyond second order enter, and the theorem as proved here does not cover them. If the ac potential varies inside an electrode, one phase $\varphi(t)$ no longer removes it. If the photons heat the electrodes or break pairs, $K(\tau)$ itself depends on the drive. In the example the photon energy is $0.21$ of the pair-breaking energy $2\Delta$, so a single photon cannot break a pair. The printed values behind the example are listed in the numerical output below.

\section*{Computed results}
\begin{verbatim}
largest |sum of weights - 1|, alpha = 0.3 to 12: 6.7e-16
simulated junction, units hbar = e = omega = 1:
  bias 0.3, alpha 1.5, levels L 201, R 61
  undriven current:                1.5084e-06
  driven current, time evolution:  7.3635e-05
  driven current, weighted sum:    7.3635e-05
  cycle average of static current: 8.3027e-05
  absorbed power, time evolution:  1.1369e-04
  absorbed power, weighted sum:    1.1362e-04
junction example:
  gap 0.20 meV, resistance 10 kOhm, T 0.20 K
  bias 0.15 mV, ac amplitude 0.12 mV, 20 GHz
  thermal energy kT: 0.0172 meV
  photon energy: 0.0827 meV;  alpha: 1.4508
  n, weight, shifted bias (mV), static (nA), product (nA):
  -4 0.00011 -0.1809 -2.0455 -0.0002
  -3 0.00310 -0.0981 -0.0205 -0.0001
  -2 0.04835 -0.0154 -0.0001 -0.0000
  -1 0.30312 +0.0673 +0.0034 +0.0010
  +0 0.29063 +0.1500 +0.4019 +0.1168
  +1 0.30312 +0.2327 +11.0729 +3.3565
  +2 0.04835 +0.3154 +24.2322 +1.1716
  +3 0.00310 +0.3981 +34.3753 +0.1066
  +4 0.00011 +0.4809 +43.7046 +0.0047
  sum of weights, |n| <= 4: 0.9999952; all: 1.000000000000
  sum of n^2*weight: 1.052401; alpha^2/2: 1.052401
  current from |n| <= 4: 4.7569 nA
  driven current, all orders: 4.7570 nA
  undriven current: 0.4019 nA; ratio 11.84
  cycle average of static current: 5.1254 nA
  weighted sum at 0.2 GHz, same amplitude: 5.1254 nA
  total power 1.2131 pW, of it from dc source 0.7135 pW
neglected effects, rough inputs:
  electron-phonon constant 2e+09 W/(m^3 K^5)
  normal electrode volume 10 um^3
  heated electrons, all power in normal metal: 0.2071 K
  current change by heating: +0.21 %
  capacitance 50 fF; e/2C: 1.60 uV
  current change if bias drops by e/2C: -2.49 %
  omega*R*C: 62.8; second-harmonic scale 0.95 uV
  largest current change by that harmonic: 0.04 %
  film sheet resistance 1 Ohm
  Andreev current scale: 1.50 pA
  gap broadening, fraction of gap: 1e-04
  leakage current scale: 1.50 pA
  photon energy / pair-breaking energy: 0.207
\end{verbatim}
